# Firsov inversion: recovering a repulsive potential from its classical deflection function

A gallium ion of 30 keV meets a silicon atom. Suppose that the deflection angle is known without error for every impact parameter up to 0.1176 nm, and that nothing is known beyond. The missing angles are small: at an impact parameter of 0.100 nm the deflection is already down to 1.33°. Yet the potential reconstructed from these data is 28% too low near a separation of 0.100 nm, while near 0.0195 nm it is too low by only 0.2%. Why do such small angles matter so much in one place and so little in another?

## The data and an obvious scheme

Let $V(r)$ be a smooth, non-increasing repulsive potential that tends to zero at infinity and reaches the collision energy at some distance $r_{\min}>0$. All angles and energies are in the centre-of-mass frame. With reduced mass $\mu$ and initial relative speed $v$, the energy is $E=\mu v^2/2$ and the angular momentum is $\mu vb$, where $b$ is the impact parameter. The two conservation laws give

$$\dot\varphi=\frac{vb}{r^2},\qquad \dot r^2=v^2\left(1-\frac{V}{E}-\frac{b^2}{r^2}\right).$$

Dividing $\dot\varphi$ by $|\dot r|$ and integrating from the turning point $r_0$ to infinity gives the angle swept on one leg of the orbit. An undeflected particle sweeps $\pi$ on both legs together, so the deflection is

$$\theta(b)=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E-b^2/r^2}}.\tag{1}$$

The known potential used here is the universal potential of Ziegler, Biersack and Littmark (ZBL),

$$V=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0 r}\sum_i c_i e^{-k_ir/a},\qquad a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

with $c_i=0.18175,\,0.50986,\,0.28022,\,0.02817$ and $k_i=3.19980,\,0.94229,\,0.40290,\,0.20162$; $a_0$ is the Bohr radius. For Ga on Si, $a=0.0116$ nm, the Coulomb prefactor is 624.9 eV nm, and $E=30\,000\times28.085/(69.723+28.085)=8614$ eV.

An obvious scheme treats each collision as a Coulomb collision of adjustable strength. For $V=Ed/r$ the deflection obeys $\tan(\theta/2)=d/(2b)$, and the turning point is $r_0=d/2+\sqrt{d^2/4+b^2}$. One measured angle then gives $d$, $r_0$ and $V(r_0)$. At $b=0.100$ nm, $\theta=1.3303^\circ$ gives $d=0.00232$ nm, $r_0=0.1012$ nm and $V=198$ eV. The true potential is 84.6 eV at 0.1005 nm and lower farther out. The scheme is therefore wrong by a factor of at least 2.3.

## What the angle measures

Equation (1) contains $V$ both in the integrand and in the limit $r_0$. Both difficulties disappear with

$$n(r)=\sqrt{1-V/E},\qquad x=rn(r).$$

The square root in (1) is $\sqrt{x^2-b^2}/r$, and the turning point is simply $x=b$. The new variable is legitimate because

$$\frac{d(x^2)}{dr}=2r\left(1-\frac VE\right)-\frac{r^2V'}{E}>0$$

wherever $V<E$: the first term is positive and, since $V'\le0$, the second cannot reduce it. Thus $x$ rises from 0 at $r_{\min}$ to infinity. From $\ln r=\ln x-\ln n$ we have $dr/r=dx/x-d\ln n$, and (1) becomes

$$\theta=\pi-2b\int_b^\infty\frac{dx}{x\sqrt{x^2-b^2}}+2b\int_b^\infty\frac{d\ln n}{dx}\frac{dx}{\sqrt{x^2-b^2}}.$$

In the first integral put $x=b/\cos\alpha$. Then $dx/\sqrt{x^2-b^2}=d\alpha/\cos\alpha$ and $1/x=\cos\alpha/b$, so the integral is $\pi/(2b)$ and its term cancels $\pi$. What remains is

$$\theta(b)=2b\int_b^\infty\frac{d\ln n}{dx}\frac{dx}{\sqrt{x^2-b^2}}.\tag{2}$$

The angle responds to the gradient of the potential along the whole orbit, not to its value at the turning point. This explains the failure of the obvious scheme. At small angles $\ln n\approx-V/(2E)$ and $x\approx r$. For a power law $V=C/r^s$, the same substitution $x=b/\cos\alpha$ in (2) gives

$$\theta\approx\frac{V(b)}{E}\,s\int_0^{\pi/2}\cos^s\alpha\,d\alpha .$$

The factor after $V/E$ is 1 for $s=1$, 2 for $s=3$ and $3\pi/4=2.36$ for $s=4$. A steeper potential deflects more for the same $V(b)$, and the Coulomb assumption books the excess as a larger $V$. The screened potential has a local exponent $r|V'|/V=3.9$ at 0.100 nm, rising farther out. For $s=3.9$ the factor is 2.3, which is the size of the error found.

## Undoing the integral

The angle at $b$ mixes all $x\geq b$. To unmix them, form the weighted sum over all larger impact parameters

$$I(x)=\int_x^\infty\frac{\theta(b)\,db}{\sqrt{b^2-x^2}}.$$

Insert (2), with $y$ as its integration variable. The integrand is non-negative because $n$ grows with distance, so the order of integration may be exchanged. For fixed $y$, $b$ runs from $x$ to $y$:

$$I(x)=2\int_x^\infty dy\,\frac{d\ln n}{dy}\int_x^y\frac{b\,db}{\sqrt{(b^2-x^2)(y^2-b^2)}}.$$

Put $b^2=x^2+(y^2-x^2)\sin^2\alpha$. Then $b\,db=(y^2-x^2)\sin\alpha\cos\alpha\,d\alpha$, and the product of the roots is $(y^2-x^2)\sin\alpha\cos\alpha$. The inner integral is $\pi/2$, whatever $x$ and $y$. Since $n(\infty)=1$,

$$I(x)=\pi[\ln n(\infty)-\ln n(x)]=-\pi\ln n(x).$$

With $r=x/n$ and $V=E(1-n^2)$ this is Firsov's result:

$$r=x\,e^{I(x)/\pi},\qquad V=E\left[1-e^{-2I(x)/\pi}\right].\tag{3}$$

Running $x$ from 0 to infinity traces the curve $V(r)$ for $r\geq r_{\min}$. Smaller separations are never visited at this energy, so the data say nothing about them.

The Coulomb case can be followed in closed form. With $\theta=2\arctan(d/2b)$, differentiate $I$ with respect to $d$ and put $w^2=b^2-x^2$:

$$\frac{\partial I}{\partial d}=\int_x^\infty\frac{4b\,db}{(4b^2+d^2)\sqrt{b^2-x^2}}=\int_0^\infty\frac{dw}{w^2+x^2+d^2/4}=\frac{\pi}{2\sqrt{x^2+d^2/4}}.$$

As $I=0$ at $d=0$, integration gives $I=\pi\,\mathrm{arsinh}(d/2x)$. Hence $r=d/2+\sqrt{x^2+d^2/4}$, which means $x^2=r^2-rd$, and $V=E(1-x^2/r^2)=Ed/r$, as it must be.

## Making it computable

A sum over tabulated impact parameters meets an infinite integrand at $b=x$. The substitution $b=x\cosh u$ removes it, because $db=x\sinh u\,du$ and the root is $x\sinh u$:

$$I(x)=\int_0^\infty\theta(x\cosh u)\,du.$$

In practice $u$ stops at $\mathrm{arcosh}(b_{\rm end}/x)$, where $b_{\rm end}$ is the last data point. Gauss–Legendre quadrature handles the smooth integrand.

The angles must also be interpolated, and they span many orders of magnitude. A suitable quantity is $\ln[b\tan(\theta/2)]$ as a function of $\ln b$. It is constant for a Coulomb potential, tends to a constant at small $b$ where $\pi-\theta$ is proportional to $b$, and keeps every interpolated angle between 0 and $\pi$.

The procedure is then:

1. Tabulate $\theta$ on a logarithmic grid of $b$ and spline $\ln[b\tan(\theta/2)]$.
2. For each chosen $x$, evaluate $I(x)$ in the variable $u$.
3. Output the pair $(r,V)$ from (3).

Synthetic data need similar care, since (1) subtracts two nearly equal numbers at large $b$. Put $r=r_0/\sin t$, so that $dr/r^2=-\cos t\,dt/r_0$, and replace the 1 under the root by $V(r_0)/E+b^2/r_0^2$, which equals 1 at the turning point. The radicand becomes $(b^2/r_0^2)\cos^2t\,(1+q)$, and

$$\theta=2\int_0^{\pi/2}\left[1-\frac1{\sqrt{1+q}}\right]dt,\qquad q=\frac{[V(r_0)-V(r)]\,r_0^2}{Eb^2\cos^2t}.$$

The subtraction now takes place inside the integrand, where it can be evaluated accurately for small $q$. Direct integration of Newton's equations at $b=0.02$ and 0.1 nm agrees with this formula to $10^{-11}$ rad.

For one point of the recovered curve take $x=0.020$ nm, where $I=1.00614$. Then $I/\pi=0.32026$, and

$$r=0.020\,e^{0.32026}=0.02755\ \text{nm},\qquad V=8614.3\,(1-e^{-0.64053})=4074\ \text{eV},$$

in agreement with the potential that produced the data. With tables from $10^{-4}$ to 1.16 nm, the largest relative error of $V$ for $x$ between 0.0002 and 0.2 nm is $9.4\times10^{-5}$ for 40 points, $5.8\times10^{-6}$ for 80 and $3.1\times10^{-7}$ for 160. Each doubling gains a factor of 16 to 19, close to the 16 expected of a fourth-order spline.

The end point $x\to0$ needs a separate limit, because $I$ diverges there. Split the integral at any $B>x$ and write $\theta=\pi-(\pi-\theta)$ below $B$. The constant part gives $\pi\,\mathrm{arcosh}(B/x)\to\pi\ln(2B/x)$, whose $-\ln x$ cancels the $\ln x$ in $\ln r=\ln x+I/\pi$:

$$\ln r_{\min}=\ln 2B+\frac1\pi\left[\int_B^\infty\frac{\theta}{b}\,db-\int_0^B\frac{\pi-\theta}{b}\,db\right].$$

The angles alone give $r_{\min}=0.01947$ nm, the same as solving $V(r)=E$. An unscreened Coulomb potential would stop the ion at 0.07255 nm.

## Why the missing tail hurts outside

An error $\delta I$ moves both coordinates of a recovered point: $\delta r=r\,\delta I/\pi$, and from (3) $\delta V=2(E-V)\,\delta I/\pi$. To compare at fixed $r$, subtract the change $V'\delta r$ that the true curve makes over the shift. Because $V'=-|V'|$,

$$\frac{\delta V}{V}\bigg|_r=\frac{\delta I}{\pi}\left[2\left(\frac EV-1\right)+s\right],\qquad s=\frac{r|V'|}{V}.\tag{4}$$

Stopping the data at 0.1176 nm shifts the outermost listed point from $r=0.1005$ to 0.1004 nm; with the printed digits, $\delta I/\pi=\ln(0.10036/0.100495)=-0.00134$. There $V=84.6$ eV, so $2(E/V-1)=202$, and this term alone gives $-27\%$. At the innermost point $E/V-1$ is only 0.003 and $s\approx2$, so the observed bias of $-0.19\%$ corresponds to $\delta I/\pi\approx-0.0009$. The missing integral is of similar size in both places. What differs is the bracket, by a factor of about 100. Far out, the potential is a small fraction of $E$ and rests entirely on small angles. Near head-on, $V$ is already close to $E$ and hardly responds to a change of $I$; the bias comes almost entirely from the small shift of $r$, through the term $s$.

The bias is 1.3% at 0.043 nm and 6.4% at 0.071 nm, so a cutoff spoils the curve well before $x$ reaches it. Either the data must extend farther, or a tail must be assumed and declared as an assumption.

Random errors proportional to $\tan(\theta/2)$ act more evenly along the curve. A relative error $\epsilon$ of $\tan(\theta/2)$ changes the angle by $\delta\theta=\epsilon\sin\theta$, since $\tfrac12\sec^2(\theta/2)\,\delta\theta=\epsilon\tan(\theta/2)$. With independent 1% errors at each of 80 table points, the rms error of $V$ over 200 trials lies between 0.27% and 0.65% at the seven listed points. A plausible reason is that $I$ averages over several table points; a common error shared by all points would not average out. An angular error of fixed size is different: it does not shrink with the angle, so the bracket in (4) makes it matter far more in the outer potential than near head-on.

Finally, (3) shows that the angles determine $V/E$ and no more. If the energy assigned to the data is wrong by some factor, the whole potential is wrong by that factor, with $r$ unchanged. A second energy offers a consistency check, though it cannot reveal an energy scale that is wrong by the same factor in both data sets. It is also nearly blind to a cutoff at the same $b$ in both: small angles scale as $1/E$, so the outer potential comes out too low by almost the same fraction at each energy. Data computed at $E/2$ return the same potential to $2\times10^{-10}$ for $x$ from 0.002 to 0.1 nm. A disagreement in measured data would point to faulty or incomplete data, or to a collision outside the assumptions made here, such as one with a force that is not conservative and central.

## Gallium on silicon in practice

Gallium ions of 30 keV are used in focused-ion-beam milling, but a milled solid cannot supply $\theta(b)$. The cutoff of 0.1176 nm is half the silicon bond length, and beyond that impact parameter a neighbouring atom can be as near to the ion as the target is, at the moment the ion passes the target. At any impact parameter, atoms farther along the path can deflect the ion again. Isolated collisions are needed. Even then, $b$ is not measured directly. If $\theta$ falls steadily with $b$, the cross section for deflection by more than $\theta(b)$ is $\pi b^2$, and this gives $b$. In addition, the ion's laboratory angle $\vartheta$ obeys $\tan\vartheta=\sin\theta/(\cos\theta+M_1/M_2)$ for elastic scattering. With $M_1/M_2=2.48$ it never exceeds $\arcsin(M_2/M_1)=23.8^\circ$, and each smaller non-zero angle belongs to two values of $\theta$. The ion's energy, or the recoil, must tell them apart. The masses used here are averages over the natural isotopes. For the individual isotope pairs the limiting angle runs from 23.2° to 25.8°, and $E$ spreads by about 1.4% rms, so a measurement should select isotopes or allow for the mixture.

The ZBL potential is itself a model, so the recovery tests the inversion and not the true Ga–Si interaction. Real data would differ from the synthetic data in several ways:

- **Electronic loss.** Firsov's formula, evaluated at $r_{\min}$, gives 276 eV, or 3.2% of $E$. If the collision is assigned its mean energy, a loss of this size makes $V$ about 1.6% too high when the inversion uses the full $E$. This is a rough size only. The formula assumes a straight path at constant speed, and the same drag takes only about half as much from an ion that slows to rest. A drag force also removes angular momentum, which the mean energy leaves out and which can raise the bias near head-on. Well away from head-on, the loss falls as $b$ grows.
- **Thermal motion.** Silicon at 300 K spreads the relative energy by about 0.2% rms.
- **Chemical attraction.** On a rough scale of 3 eV it equals 3.5% of the ZBL potential at 0.1005 nm and all of it at 0.21 nm. Attraction belongs to the true $V$, so it is a departure from the ZBL curve and not an error of the inversion. It is not the whole departure: the ZBL potential is a fit to many atom pairs and can be off by much more than this for a single pair. All-electron density-functional (PBE) energies of the Ga–Si pair at 0.1005 nm lie about 16% (def2-SVP basis) to 20% (def2-TZVP) below the ZBL value, and the shift of 3 eV between the two bases shows that this figure is not converged; at 0.071 nm the gap is about 3%. Farther out the true $V$ passes through a minimum and is no longer monotonic. Equation (3) still holds while $x=rn$ increases with $r$, which a well of a few eV does not prevent at this energy. The angles then change sign, however, so $\ln[b\tan(\theta/2)]$ can no longer be used for interpolation.
- **Wave mechanics.** A classical deflection needs a transverse momentum $p\theta$ well above $\hbar/b$, that is, $b\theta\gg\hbar/p=1.1\times10^{-5}$ nm. For the ZBL potential the two sides are equal at $b=0.37$ nm. The classical picture fails before that point, because the angle changes over a length shorter than $b$: the sharper condition $(\hbar/p)\,d(1/\theta)/db\ll1$ reaches 0.1 at $b=0.16$ nm and 1 at 0.27 nm. The outer part of the table is a mathematical continuation. Attraction would shift this limit.

On these estimates, electronic loss is the largest of the four below about 0.04 nm, and attraction is larger by 0.07 nm. At 0.1 nm the electronic loss is small beside the 28% lost by stopping the data at half a bond length. The departure of the real potential from the ZBL curve is not small there, but it is what a complete inversion would measure, not an error of the inversion. The computed tables are in the numerical output.

## Numbers as computed

```
Ga: Z = 31, mass = 69.723 u; Si: Z = 14, mass = 28.085 u
Laboratory energy = 30.0 keV
Centre-of-mass energy E = 8614.33 eV
Z1 Z2 e^2/(4 pi eps0) = 624.945 eV nm
ZBL screening length = 0.011603 nm
Bare Coulomb head-on distance = 0.07255 nm
Table range of b = 1.0e-04 to 1.1603 nm
Trajectory minus quadrature, largest = 9.6e-12 rad
Deflection table: b (nm), theta (deg)
  0.001  170.9240
  0.005  136.0604
  0.010  99.4409
  0.020  52.7699
  0.040  16.9462
  0.070  4.2090
  0.100  1.3303
Recovery: x (nm), I (rad), r (nm), V recovered (eV), V true (eV)
  0.001  9.330882  0.019494  8591.658  8591.658
  0.005  4.369477  0.020091  8080.811  8080.811
  0.010  2.451920  0.021825  6805.847  6805.847
  0.020  1.006140  0.027550  4074.458  4074.458
  0.040  0.257035  0.043410  1300.308  1300.308
  0.070  0.054319  0.071221  292.798  292.798
  0.100  0.015508  0.100495  84.628  84.628
Largest relative error of V, x from 0.0002 to 0.2 nm:
  40 table points: 9.38e-05
  80 table points: 5.81e-06
  160 table points: 3.06e-07
Head-on distance from theta = 0.019469 nm
Head-on distance from V = E: 0.019469 nm
V from E/2 data against E data, largest gap = 2.1e-10
Noise: 1.0 % in tan(theta/2), 80 points, 200 draws
Cutoff: half Si bond length = 0.1176 nm
Errors of V: r (nm), noise rms (%), r with cutoff (nm), cutoff bias (%)
  0.01949  0.268  0.01948  -0.19
  0.02009  0.370  0.02007  -0.20
  0.02182  0.489  0.02180  -0.24
  0.02755  0.527  0.02752  -0.42
  0.04341  0.651  0.04337  -1.34
  0.07122  0.572  0.07115  -6.37
  0.10049  0.564  0.10036  -27.69
Firsov electronic loss, head-on = 276 eV
Loss divided by E = 3.20 %
Bias of V from using E for E - loss/2 = 1.63 %
Reduced de Broglie wavelength = 1.10e-05 nm
b theta equals that wavelength at b = 0.372 nm
Thermal rms relative energy spread at 300 K = 0.21 %
ZBL V falls to 3 eV (rough bond scale) at 0.207 nm
3 eV over V at outermost row = 3.5 %
```
